\section*{Constrained oscillator fits of optical loss and their degeneracies}

\section{A one per cent error that leaves no mark}

Three oscillators fitted to a synthetic loss spectrum of a PMMA-like resist leave the strength of the second oscillator uncertain by 0.99\%. The inelastic mean free path of an 80 eV electron, computed from the same parameters, has a statistical error of 0.021\% when both sum rules are taken as exact. Since the second oscillator contributes substantially to the scattering, the parameter errors must be strongly correlated for this to happen. The Hessian restricted to the sum-rule surface shows how.

\section{Model, causality and sum rules}

Atomic units are used in the algebra, eV and \AA{} for numbers, and fields vary as $e^{-i\omega t}$. The optical loss is $L=-\mathrm{Im}(1/\varepsilon)$, with
\begin{equation}
\frac1{\varepsilon(\omega)}=1-\chi(\omega),\qquad
\chi=\sum_{j=1}^N\frac{A_j}{d_j},\qquad
d_j=\omega_j^2-\omega^2-i\gamma_j\omega ,
\end{equation}
and $A_j,\omega_j,\gamma_j>0$. Thus $L=\mathrm{Im}\,\chi$ on the real axis, or
\begin{equation}
L(\omega)=\sum_j\frac{A_j\gamma_j\omega}{(\omega_j^2-\omega^2)^2+\gamma_j^2\omega^2}.
\end{equation}
The zeros of $d_j$ are $-i\gamma_j/2\pm(\omega_j^2-\gamma_j^2/4)^{1/2}$. They lie in the lower half-plane, also when the root is imaginary, since its modulus is then below $\gamma_j/2$. So $1/\varepsilon$ is causal.

Causality of $\varepsilon$ needs more: $1/\varepsilon$ must have no zero in the upper half-plane. Put $\omega=\xi+i\eta$ with $\eta>0$. Then $\mathrm{Im}\,d_j=-\xi(2\eta+\gamma_j)$, and
\begin{equation}
\mathrm{Im}\frac1\varepsilon=-\xi\sum_j\frac{A_j(2\eta+\gamma_j)}{|d_j|^2},
\end{equation}
which vanishes only for $\xi=0$. There $d_j=\omega_j^2+\eta^2+\gamma_j\eta$, so $1/\varepsilon$ is real and rises monotonically with $\eta$ from $1-S$ to 1, where $S=\sum_jA_j/\omega_j^2$. There is no zero for $S<1$ and one for $S>1$; at $S=1$ the static $\varepsilon$ diverges. In the example $S=0.5496$, and the polynomial roots give no upper pole of $\varepsilon$. Doubling every $A_j$ gives $S=1.099$ and one such pole.

The sum rules follow from contours closed in the upper half-plane. At large $|\omega|$, $\chi\to-\sum_jA_j/\omega^2$. On the large arc $\omega\chi\to-\sum_j A_j/\omega$, whose integral is $-i\pi\sum_j A_j$; the real-axis integral of $\omega\chi$ is therefore $i\pi\sum_j A_j$. For $\chi/\omega$ the arc vanishes, and the indentation at the origin gives a principal value $i\pi\chi(0)=i\pi S$. Taking imaginary parts and using that $L$ is odd,
\begin{equation}
\int_0^\infty\!\omega L\,d\omega=\frac\pi2\sum_jA_j,\qquad
\int_0^\infty\!\frac{L}{\omega}\,d\omega=\frac\pi2\sum_j\frac{A_j}{\omega_j^2}.
\end{equation}
At high frequency electrons of density $n$ respond as free ones, $\varepsilon\to1-4\pi n/\omega^2$, so $\chi\to-4\pi n/\omega^2$. The imposed conditions are
\begin{equation}
\sum_jA_j=P=4\pi n,\qquad \sum_j\frac{A_j}{\omega_j^2}=S=1-\frac1{\varepsilon(0)}.
\end{equation}
Here $n$ counts valence electrons, which assumes that core transitions are separate, and $\varepsilon(0)$ is the electronic static value, without lattice vibrations.

\section{A positive starting point}

Let $w_j=A_j/P$ and $y_j=P/(S\omega_j^2)$. The two rules become $\sum_jw_j=1$ and $\sum_jw_jy_j=1$. An average of the $y_j$ with nonnegative weights can equal 1 if and only if 1 lies between their extremes:
\begin{equation}
\min_j\omega_j^2\le P/S\le\max_j\omega_j^2 .
\end{equation}
Sufficiency follows by mixing the two extreme oscillators. When the inequalities are strict, take $w_j\propto e^{ty_j}$. The derivative of the mean $\sum_jw_jy_j$ with respect to $t$ is the variance of $y$, which is positive, and the mean runs from $\min y_j$ to $\max y_j$. One value of $t$ therefore meets both rules with all $A_j>0$. In the example $\sqrt{P/S}=26.80$ eV, so at least one oscillator must lie on each side of this energy.

\section{Derivatives and constrained Hessian}

Positivity is kept by the variables $a_j=\ln A_j$, $b_j=\ln\omega_j$, $c_j=\ln\gamma_j$, collected in $\theta$. For one oscillator define
\begin{equation}
X=\frac Ad,\qquad U=-\frac{2\omega_j^2}{d},\qquad W=\frac{i\gamma_j\omega}{d}.
\end{equation}
Since $\partial_bd=2\omega_j^2$ and $\partial_cd=-i\gamma_j\omega$, the first derivatives of $X$ with respect to $a,b,c$ are $X,XU,XW$. Further,
\begin{equation}
\partial_bU=2U+U^2,\qquad \partial_cW=W+W^2,\qquad \partial_bW=UW ,
\end{equation}
and the product rule gives
\begin{align}
X_{aa}&=X, & X_{ab}&=XU, & X_{ac}&=XW,\nonumber\\
X_{bb}&=2X(U+U^2), & X_{cc}&=X(W+2W^2), & X_{bc}&=2XUW .
\end{align}
Imaginary parts give the derivatives of $L$. Different oscillators have no mixed second derivatives.

For data $D_i$ with independent errors $\sigma$, let $r_i=(L_i-D_i)/\sigma$, $f=\frac12\sum_ir_i^2$ and $J_{ik}=\partial r_i/\partial\theta_k$. The gradient is $g=J^Tr$. Write the rules as $\rho_1=\sum_jA_j/P$ and $\rho_2=\sum_jA_j/(S\omega_j^2)$, with targets $\tau_1=\tau_2=1$ and $C=\partial\rho/\partial\theta$. With $s_j=A_j/(S\omega_j^2)$, the derivatives of $\rho_2$ are $s_j$ and $-2s_j$ for $a_j,b_j$, and its second derivatives are $s_j,-2s_j,4s_j$ for $aa,ab,bb$. Those of $\rho_1$ for $a_j$ are both $A_j/P$.

At a constrained minimum $g+C^Tm=0$. Consider a curve on the surface, $\theta^*+tz+\frac12t^2s$. Expanding $\rho=\tau$ gives $Cz=0$ and $(Cs)_k=-z^T\nabla^2\rho_k z$. Hence
\begin{align}
\frac{d^2f}{dt^2}&=z^T\nabla^2f\,z+g^Ts
=z^T\nabla^2f\,z-m^TCs\nonumber\\
&=z^T\Big(\nabla^2f+\sum_km_k\nabla^2\rho_k\Big)z\equiv z^THz .
\end{align}
With orthonormal columns $Z$ spanning $CZ=0$, the constrained Hessian is $H_r=Z^THZ$, where
\begin{equation}
H=J^TJ+\frac1\sigma\sum_ir_i\nabla^2L_i+\sum_km_k\nabla^2\rho_k .
\end{equation}
The multiplier term is present because the surface is curved in these variables.

\section{Algorithm, cost and stability}

\begin{verbatim}
for several starts (w_j, gamma_j):
  A_j <- exponentially tilted weights * P
  mu <- 1
  repeat
    g, J, H, C; m <- least squares of C^T m = -g
    Z <- null space of C
    e, V <- eigenpairs of Z^T H Z;  p <- V^T Z^T g
    if sum p^2/|e| < 1e-16: stop; accept if min e > 0
    repeat
      step <- -Z V [p/(|e| + mu)], length <= 0.5
      trial <- theta + step
      while rules violated:
        trial <- trial - C^T (C C^T)^-1 (rho - tau)
      if f(trial) <= f + 1e-10: accept; mu <- mu/10; leave
      mu <- max(5 mu, 1e-3)
keep the lowest f; compare the starts
\end{verbatim}

Before any shortening of the step, the slope of $f$ along it is $-\sum p^2/(|e|+\mu)<0$, even where an eigenvalue is negative. Return to the surface moves the point by an amount of second order in the step, so a large enough $\mu$ gives descent away from stationary points. For $M$ data an iteration costs $O(MN^2)$ for $J^TJ$ and $O(N^3)$ for the eigenproblem.

The stopping quantity $\sum p^2/|e|$ weighs each gradient component by its curvature. A bare gradient threshold is unsuitable: rounding $\theta$ by $10^{-15}$ along a direction of curvature $1.8\times10^7$, the largest in the example, already changes the gradient by about $10^{-8}$. Descent does not guarantee a global minimum, hence the several starts. In the example all 12 blind starts reached the same minimum.

\section{Response, multipliers and errors}

Let the data change by $dD$ at fixed targets. Then $dg$ contains $-J^TdD/\sigma$, and differentiating stationarity gives
\begin{equation}
H\,d\theta+C^Tdm-J^TdD/\sigma=0,\qquad C\,d\theta=0 .
\end{equation}
Set $d\theta=Zu$ and multiply by $Z^T$, which removes $dm$:
\begin{equation}
d\theta=ZH_r^{-1}Z^TJ^T\,dD/\sigma .
\end{equation}
Complete refits with the data shifted by $\pm0.01\sigma$ times a random vector agree with this to a relative $7\times10^{-8}$. For independent noise, and when the residual and multiplier terms of $H_r$ are small in sum, $H_r\approx F_r=Z^TJ^TJZ$, and to leading order
\begin{equation}
\mathrm{Cov}(\theta)=ZF_r^{-1}Z^T .
\end{equation}
If a target changes instead, $df=g^Td\theta=-m^TC\,d\theta=-m^Td\tau$. The multiplier is thus the strain between data and sum rule.

\section{Degeneracies}

\subsection{Coincident oscillators}

Write $L=\sum_jA_j\ell(b_j,c_j)$. If two oscillators have equal $b$ and $c$, a small change of the pair gives
\begin{equation}
dL=\ell\sum A_jda_j+\ell_b\sum A_jdb_j+\ell_c\sum A_jdc_j .
\end{equation}
Six parameters enter through three sums, so three directions leave $L$ unchanged to first order. The same sums determine the changes of $\rho_1$ and $\rho_2$, which therefore vanish too. Sum rules cannot remove this degeneracy, because they are functionals of the same $L$. Splitting the fitted second oscillator into identical parts of 40\% and 60\% gives three null singular values with the rules and three without.

A calibration factor $\kappa$ in $D=\kappa L$ is different. Without rules, raising $\kappa$ and lowering all $A_j$ in proportion leaves $D$ unchanged; fixing $\sum_jA_j$ forbids it, because $\kappa$ is not part of $L$.

\subsection{Nearly coincident oscillators}

Let the pair sit at $b\pm\delta$ with equal width. Choose $A_jda_j=\pm\alpha$ and $A_jdb_j=\beta$ for both. With primes for $\partial_b$,
\begin{align}
dL&=\alpha[\ell(b+\delta)-\ell(b-\delta)]+\beta[\ell'(b+\delta)+\ell'(b-\delta)]\nonumber\\
&=2\alpha\Big(\delta\ell'+\frac{\delta^3}{6}\ell'''\Big)+2\beta\Big(\ell'+\frac{\delta^2}{2}\ell'''\Big)+\dots
\end{align}
The choice $\beta=-\alpha\delta$ cancels $\ell'$ and leaves
\begin{equation}
dL=-\tfrac23\alpha\,\delta^3\ell'''+O(\delta^5).
\end{equation}
No combination does better in order. The six functions that arise, $\ell,\ell',\ell_c,\ell'',\ell'_c,\ell'''$, are linearly independent: $\ell'''$ alone contains $d^{-4}$, the next pair contains $d^{-3}$ and $i\omega d^{-3}$, and so on down. The smallest singular value of $J$ thus scales as $\delta^3$, the Gauss--Newton curvature as $\delta^6$, and the parameter error as $\sigma\delta^{-3}$. The residual term of the full Hessian need not fall as fast; at small $\delta$ it can dominate, with either sign.

The rules inherit the same cancellation. Their violation is $O(\delta^3)$ and is repaired by a step of that order, while restriction to a subspace cannot lower the smallest singular value. The exponent stays 3. For a pair near 22 eV of width 10 eV, with a third oscillator at 45 eV, halving $\delta$ from 0.04 to 0.02 gives exponents 2.96 both without and with the rules.

\subsection{Predictions that survive}

Let a prediction be additive, $R=\sum_jA_j\Phi(b_j,c_j)$, with smooth $\Phi$. The same expansion gives $dR=-\frac23\alpha\delta^3\Phi'''$ along the soft direction. Its statistical amplitude grows as $\delta^{-3}$, so its contribution to the error of $R$ stays finite. This holds in the linear regime, while the parameter spread is small compared with $\delta$.

The inverse mean free path is additive. In first Born approximation an electron of speed $k=\sqrt{2E}$ undergoes inelastic collisions at the rate
\begin{equation}
\Gamma=\int\frac{d^3q}{(2\pi)^3}\frac{8\pi}{q^2}L(q,\omega),\qquad
\omega=kq\cos\vartheta-\frac{q^2}{2}.
\end{equation}
With $d^3q=2\pi q^2\,dq\,d\cos\vartheta$ and $d\cos\vartheta=d\omega/(kq)$, the prefactor is $2/(\pi k)$. Division by the speed and $k^2=2E$ give
\begin{equation}
\frac1\lambda=\frac1{\pi E}\int d\omega\int_{k-k'}^{k+k'}\frac{dq}{q}\,L(q,\omega),\qquad k'=\sqrt{2(E-\omega)} .
\end{equation}
The momentum dependence is an assumption: $\omega_j\to\omega_j+q^2/2$, with $A_j$ and $\gamma_j$ fixed. The losses run from the gap to $E$, with $E$ measured from the conduction-band bottom.

\section{Worked example}

The repeat unit C$_5$H$_8$O$_2$ has 40 valence electrons. A density of 1.19 g/cm$^3$ gives $n=0.2863$ \AA$^{-3}$ and $P=394.8$ eV$^2$, a plasma energy of 19.87 eV. The refractive index in visible light, 1.49, is used as the static one and gives $S=1-1/1.49^2=0.5496$. The data are 221 points from 5 to 60 eV, computed from known oscillators with Gaussian noise $\sigma=0.003$.

\begin{center}
\begin{tabular}{lccc}
 & 1 & 2 & 3\\
\hline
$A$ true / fit (eV$^2$) & 92.5 / 92.1 & 164.1 / 165.0 & 138.2 / 137.7\\
$\omega_j$ true / fit (eV) & 19.00 / 18.99 & 27.00 / 26.99 & 45.00 / 45.09\\
$\gamma_j$ true / fit (eV) & 7.00 / 6.97 & 12.00 / 12.03 & 30.00 / 30.03\\
error of $A$, rules & 0.72\% & 0.99\% & 0.76\%\\
error of $A$, no rules & 0.75\% & 1.27\% & 2.22\%
\end{tabular}
\end{center}

Chi-square, $2f$, is 177 for $221-9+2=214$ degrees of freedom, 1.8 standard deviations low. The true parameters give 182, so this noise sample is itself small.

The softest curvature is 3705, which means a spread of $1/\sqrt{3705}=0.0164$ in logarithmic units. The Gauss--Newton part alone gives 3764, so residuals and multipliers together matter by 1.6\% here. Separately they are not small: the residual term adds 887 and the multiplier term $-946$, and keeping only one of them would misstate the curvature by a quarter. Along this direction $\ln A$ changes in the ratio $(-0.410,\,0.606,\,-0.452)$, and $\gamma_2$ grows with $A_2$. The second oscillator takes strength from both neighbours and broadens to cover them. The first rule is respected:
\begin{equation}
-0.410(92.1)+0.606(165.0)-0.452(137.7)\approx0 .
\end{equation}
With the Gauss--Newton curvature that enters the covariance, the spread of $\ln A_2$ from this direction is $0.606/\sqrt{3764}=0.988\%$, essentially its whole error of 0.989\%.

The window holds 77\% of $P$ but 92\% of $S$. Without rules, the data and the oscillator form fix $P$ to 0.44\% and $S$ to 0.08\%. The rules help most with the high-energy oscillator, whose strength error falls by a factor of three. The strength missing from the window is one reason; overlap with the other oscillators is another.

The mean free path is 8.00 \AA, or 0.800 nm. If its 0.021\% error came wholly from the soft direction, $\ln\lambda$ would change by $0.00021/0.0164=0.013$ per unit step; the actual slope is $-0.0012$, so this direction gives only 0.002\%, and the largest part, 0.019\%, comes from the second softest direction. The small total rests mainly on the static rule: the error is 0.074\% without rules, 0.059\% with the first rule alone and 0.0215\% with the static rule alone. In 150 refits with noise $\sigma/10$, the spreads of the soft coordinate and of $\ln\lambda$ were 0.96 and 1.02 times the predictions. At full noise the soft ratio was 1.00. With 150 samples these ratios are themselves uncertain by several per cent, and within that the linear theory serves here. The half-separation of the first two oscillators is $\frac12\ln(26.99/18.99)=0.18$, eleven times the soft spread.

\section{Failure modes and the real resist}

\paragraph{Wrong sum-rule values.} Raising $P$ by 2\% at fixed $S$ raises chi-square by 18.7 and $A_3$ by 10\%; lowering it by 2\% raises chi-square by 51. In both cases $\lambda$ changes by less than 0.05\%. The static rule is stricter. An index error of 0.01 changes $S$ by $2(0.01)/1.49^3=0.006$, or 1.1\%, about fourteen times the window's own error. Refits with $S$ shifted by $+1.1\%$ and $-1.1\%$ raise chi-square by 395 and 253 and change $\lambda$ by $-1.0\%$ and $+1.0\%$, nearly fifty times its statistical error. Taking the visible-light index as the static one already introduces an index error of about 0.01. A rule known this poorly should enter as a datum with its uncertainty, not as an equality.

\paragraph{Wrong line shape.} The oscillators absorb below the gap: 5.8\% of $S$ lies below 5 eV. Including that loss shortens $\lambda$ to 7.86 \AA. Placing all 14 core electrons at a rough carbon edge of 285 eV adds $394.8(14/40)/285^2=0.0017$ to $S$. This upper estimate is 0.3\% of $S$. The actual share is smaller, because core strength extends above the edge and the oxygen edge lies higher, but it can still be comparable with the window error. Core and valence strengths also exchange weight, which the count of 40 ignores.

\paragraph{Comparison with PMMA.} Density and index are typical of PMMA; the gap is rough. The real loss has a broad maximum a little above 20 eV, so the model peak at 19.0 eV, from a line 7 eV wide, is low and narrow. Noise of 0.3\% of the peak is optimistic for a measured spectrum. An electron near 80 eV is typical of valence emission by a 92 eV lithography photon. At that energy the Born parameter $1/k$ is 0.41, which is not small. Limiting losses to $(E+5\ \mathrm{eV})/2=42.5$ eV, a crude allowance for exchange, lengthens $\lambda$ to 10.35 \AA. Dropping the momentum dependence of $\omega_j$ shortens it to 3.1 \AA. The physical uncertainty is thus tens of per cent or more, and the 0.021\% describes noise propagation within the model alone. The numerical output lists the remaining parameter errors and curvatures.

\section*{Table of computed values}
\begin{verbatim}
density 1.19 g/cm3, refractive index 1.49, gap 5.0 eV
valence electrons per repeat unit 40, density 0.2863 per A^3
P = 394.78 eV^2, plasma energy 19.87 eV
S = 0.5496, sqrt(P/S) = 26.80 eV
data: 221 points, 5-60 eV, sigma 0.003
osc 1 true: A 92.50 eV^2, w 19.00 eV, g 7.00 eV
osc 1 fit:  A 92.08 eV^2, w 18.99 eV, g 6.97 eV
  error with rules A,w,g: [0.72 0.05 0.4 ] %
  error without rules:    [0.75 0.05 0.42] %
osc 2 true: A 164.11 eV^2, w 27.00 eV, g 12.00 eV
osc 2 fit:  A 165.01 eV^2, w 26.99 eV, g 12.03 eV
  error with rules A,w,g: [0.99 0.06 0.71] %
  error without rules:    [1.27 0.07 0.86] %
osc 3 true: A 138.17 eV^2, w 45.00 eV, g 30.00 eV
osc 3 fit:  A 137.68 eV^2, w 45.09 eV, g 30.03 eV
  error with rules A,w,g: [0.76 0.3  0.52] %
  error without rules:    [2.22 0.33 1.92] %
chi-square 177.25, degrees of freedom 214
chi-square at truth 181.62
blind starts reaching this minimum: 12 of 12
fitted loss peak 0.9218 at 18.99 eV
share of P in window 0.7661
share of S in window 0.9237
window-only error of P, S: [0.436 0.077] %
upper-half-plane poles of eps: 0; with A doubled: 1
reduced Hessian eigenvalues 1-4: [  3705.0691  36135.0169  69899.4238 368082.706 ]
reduced Hessian eigenvalues 5-7: [  764706.8722  1806285.979  18098211.5865]
soft curvature: Lagrangian 3705.069, by differences 3705.069
soft curvature: Gauss-Newton part only 3763.780
soft direction, ln A: [-0.4103  0.606  -0.4519]
soft direction, ln w: [-0.0238 -0.0115  0.1423]
soft direction, ln g: [-0.208   0.4271 -0.1164]
sum-rule multipliers (P, S): [  317.572 -3536.241]
relative error of predicted data response 7.3e-08
null directions at coincidence: free 3, with rules 3
singular-value exponent: free 2.961, rules 2.964
refit/predicted soft spread at sigma/10: 0.960
refit/predicted path spread at sigma/10: 1.020
refit/predicted soft spread at sigma: 0.995
converged refits at sigma: 150 of 150
mean free path at 80 eV: 8.003 A = 0.8003 nm
its statistical error 0.021 %
largest parameter error 0.99 %
path with exchange-limited loss 10.350 A
path without dispersion 3.115 A
path with loss below gap included 7.858 A
share of S below gap 0.0578
core part of S, upper estimate 0.00170
P raised 2%: chi-square change 18.72
P raised 2%: path 8.001 A
P raised 2%: A changes [ 0.15 -3.86 10.26] %
Born parameter e^2/(hbar v) at 80 eV: 0.412
\end{verbatim}
